# The f-Number That Matches Diffraction Cutoff to Pixel Nyquist Frequency: a program that tests the result

```python
# Result under test: the incoherent diffraction cutoff 1/(lambda N) equals the
# pixel Nyquist frequency 1/(2 p) when the f-number is N = 2 p / lambda.
# p: pixel pitch, lambda: wavelength, N: f-number, sin(edge angle) = 1/(2 N).
# Lengths are in micrometres and frequencies in cycles per micrometre;
# frequencies are printed in cycles per millimetre.
import numpy as np
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import j0, j1, jn_zeros

pitch = 1.1
wavelength = 0.55
nyquist = 1 / (2 * pitch)
f_number = 2 * pitch / wavelength
cutoff = 1 / (wavelength * f_number)


def airy(r, n):
    x = np.pi * r / (wavelength * n)
    return (2 * j1(x) / x) ** 2


def disc_overlap(s):
    s = min(s, 1.0)
    return 2 / np.pi * (np.arccos(s) - s * np.sqrt(1 - s * s))


# Airy intensity against a direct sum of plane waves over the round pupil
for r in (0.7, 1.9, 3.3):
    k_edge = 2 * np.pi / wavelength / (2 * f_number)
    wave_sum = quad(lambda u: 2 / np.pi * np.sqrt(1 - u * u)
                    * np.cos(k_edge * u * r), -1, 1)[0]
    assert abs(wave_sum ** 2 - airy(r, f_number)) < 1e-6

# Contrast transfer as the Fourier transform of the Airy intensity
scaled_radius = np.linspace(1e-9, 400, 40001)


def contrast_from_airy(freq, n):
    r = scaled_radius * wavelength * n
    weight = r * airy(r, n)
    return (simpson(weight * j0(2 * np.pi * freq * r), x=r)
            / simpson(weight, x=r))


# Tolerance covers the Airy tail cut off at large radius
for s in (0.25, 0.5, 0.75, 1.0, 1.2):
    assert abs(contrast_from_airy(s * cutoff, f_number)
               - disc_overlap(s)) < 1e-3

# f-number at which the contrast at Nyquist has all but vanished
threshold = 1e-4
n_numeric = brentq(lambda n: contrast_from_airy(nyquist, n) - threshold,
                   3.0, 4.5)
assert abs(n_numeric - f_number) < 0.02
assert abs(contrast_from_airy(nyquist, 1.05 * f_number)) < threshold

# Apparent frequency of fringes recorded by a row of full-width pixels
count = 200
left = np.arange(count) * pitch
true_freq = np.arange(1, 191) / (count * pitch)
apparent = []
for f in true_freq:
    w = 2 * np.pi * f
    signal = (np.sin(w * (left + pitch) + 0.3)
              - np.sin(w * left + 0.3)) / (w * pitch)
    peak = np.argmax(np.abs(np.fft.rfft(signal))[1:]) + 1
    apparent.append(peak / (count * pitch))
apparent = np.array(apparent)
turning = true_freq[np.argmax(apparent)]
assert abs(turning - nyquist) < 1e-9
above = true_freq > nyquist
assert np.allclose(apparent[above], 1 / pitch - true_freq[above])
pixel_contrast = quad(lambda x: np.cos(2 * np.pi * nyquist * x),
                      -pitch / 2, pitch / 2)[0] / pitch
assert abs(pixel_contrast - 2 / np.pi) < 1e-9


# Alias-free disc of a sampling lattice: half the shortest reciprocal vector
def alias_free_radius(basis):
    reciprocal = np.linalg.inv(basis).T
    vectors = [a * reciprocal[0] + b * reciprocal[1]
               for a in range(-2, 3) for b in range(-2, 3) if (a, b) != (0, 0)]
    shortest = min(vectors, key=np.linalg.norm)
    sites = np.array([a * basis[0] + b * basis[1]
                      for a in range(6) for b in range(6)])
    beyond = np.cos(2 * np.pi * sites @ (0.55 * shortest))
    partner = np.cos(2 * np.pi * sites @ (0.45 * shortest))
    assert np.allclose(beyond, partner)
    return np.linalg.norm(shortest) / 2


all_radius = alias_free_radius(pitch * np.array([[1.0, 0], [0, 1]]))
green_radius = alias_free_radius(pitch * np.array([[1.0, 1], [1, -1]]))
red_blue_radius = alias_free_radius(pitch * np.array([[2.0, 0], [0, 2]]))
assert abs(all_radius - nyquist) < 1e-12
assert abs(green_radius - nyquist / np.sqrt(2)) < 1e-12
assert abs(red_blue_radius - nyquist / 2) < 1e-12

# Tilted chief ray: fringe frequency from the two edge-ray directions
field_angle = np.radians(30)


def tangential_cutoff(n, angle):
    half_width = np.tan(np.arcsin(1 / (2 * n)))
    upper = np.arctan(np.tan(angle) + half_width)
    lower = np.arctan(np.tan(angle) - half_width)
    return (np.sin(upper) - np.sin(lower)) / wavelength


assert abs(tangential_cutoff(f_number, 0) - cutoff) < 1e-12
tilt_ratio = tangential_cutoff(f_number, field_angle) / cutoff
assert abs(tilt_ratio - np.cos(field_angle) ** 3) < 0.01
n_tilt = brentq(lambda n: tangential_cutoff(n, field_angle) - nyquist, 1.5, 6)

# Close focus, equal entrance and exit pupils (lengths in mm)
focal_mm, object_mm = 4.0, 300.0
image_mm = 1 / (1 / focal_mm - 1 / object_mm)
magnification = image_mm / object_mm
working_n = f_number * image_mm / focal_mm
assert abs(working_n - f_number * (1 + magnification)) < 1e-12

# Defocus on a numerical pupil: contrast falls, cutoff stays
defocus = 10.0
size, radius = 256, 50
axis = np.arange(size) - size // 2
rho = np.hypot(axis[:, None], axis[None, :]) / radius
inside = rho <= 1
sine = np.where(inside, rho, 0) / (2 * f_number)
path = defocus * (1 - np.sqrt(1 - sine ** 2))


def pupil_contrast(phase):
    psf = np.abs(np.fft.fft2(inside * np.exp(1j * phase))) ** 2
    transfer = np.abs(np.fft.ifft2(psf))
    return transfer / transfer[0, 0]


sharp = pupil_contrast(np.zeros_like(path))
blurred = pupil_contrast(2 * np.pi * path / wavelength)
shift = np.minimum(np.arange(size), size - np.arange(size))
distance = np.hypot(shift[:, None], shift[None, :])
assert np.max(blurred[distance > 2 * radius]) < 1e-10
assert np.all(blurred <= sharp + 1e-10)
# Tolerance covers the stepped edge of the gridded disc
assert abs(sharp[0, radius] - disc_overlap(0.5)) < 0.01
assert blurred[0, radius] < sharp[0, radius]

airy_radius = jn_zeros(1, 1)[0] / np.pi * wavelength * f_number
phone_n = 1.8
phone_cutoff = 1 / (wavelength * phone_n)
phone_contrast = contrast_from_airy(nyquist, phone_n)
assert abs(phone_contrast - disc_overlap(nyquist / phone_cutoff)) < 1e-3

print(f"pixel pitch: {pitch:.2f} um")
print(f"wavelength: {1000 * wavelength:.0f} nm")
print(f"Nyquist frequency: {1000 * nyquist:.1f} cycles/mm")
print(f"matching f-number 2p/lambda: {f_number:.3f} (no unit)")
print(f"diffraction cutoff there: {1000 * cutoff:.1f} cycles/mm")
print(f"sine of edge-ray angle: {1 / (2 * f_number):.4f} (no unit)")
print(f"contrast threshold in numerical search: {threshold:.0e} (no unit)")
print(f"f-number from numerical search: {n_numeric:.3f} (no unit)")
print(f"turning frequency of pixel row: {1000 * turning:.1f} cycles/mm")
print(f"Airy radius to first zero: {airy_radius:.3f} um")
print(f"Airy radius in pixels: {airy_radius / pitch:.2f} pixels")
print(f"pixel-averaging contrast at Nyquist: {pixel_contrast:.3f} (no unit)")
print(f"optical contrast at half Nyquist: {disc_overlap(0.5):.3f} (no unit)")
print(f"rough phone lens f-number: {phone_n:.1f} (no unit)")
print(f"phone lens cutoff: {1000 * phone_cutoff:.0f} cycles/mm")
print(f"phone lens optical contrast at Nyquist: {phone_contrast:.3f} (no unit)")
print(f"phone contrast with pixel: {phone_contrast * pixel_contrast:.3f} (no unit)")
for lam in (0.45, 0.65):
    print(f"matching f-number at {1000 * lam:.0f} nm: "
          f"{1 / (lam * nyquist):.2f} (no unit)")
    print(f"cutoff at f/{f_number:.0f} and {1000 * lam:.0f} nm: "
          f"{1000 / (lam * f_number):.1f} cycles/mm")
print(f"green-site alias-free radius: {1000 * green_radius:.1f} cycles/mm")
print(f"green-site f-number, 550 nm: {1 / (wavelength * green_radius):.2f} (no unit)")
print(f"red/blue-site alias-free radius: {1000 * red_blue_radius:.1f} cycles/mm")
print(f"red-site f-number, 650 nm: {1 / (0.65 * red_blue_radius):.2f} (no unit)")
print(f"blue-site f-number, 450 nm: {1 / (0.45 * red_blue_radius):.2f} (no unit)")
print(f"chief-ray angle: {np.degrees(field_angle):.0f} degrees")
print(f"tangential cutoff / axial cutoff: {tilt_ratio:.3f} (no unit)")
print(f"cosine cubed of that angle: {np.cos(field_angle) ** 3:.3f} (no unit)")
print(f"matching f-number at that angle: {n_tilt:.2f} (no unit)")
print(f"close-focus focal length: {focal_mm:.1f} mm")
print(f"close-focus object distance: {object_mm:.0f} mm")
print(f"close-focus magnification: {magnification:.4f} (no unit)")
print(f"working f-number of f/{f_number:.0f} lens: {working_n:.3f} (no unit)")
print(f"defocus: {defocus:.0f} um")
print(f"edge path error: {path.max() / wavelength:.3f} wavelengths")
print(f"gridded contrast at half Nyquist, sharp: {sharp[0, radius]:.3f} (no unit)")
print(f"gridded contrast, defocused: {blurred[0, radius]:.3f} (no unit)")
print("every check passed")
```

Output:

```
pixel pitch: 1.10 um
wavelength: 550 nm
Nyquist frequency: 454.5 cycles/mm
matching f-number 2p/lambda: 4.000 (no unit)
diffraction cutoff there: 454.5 cycles/mm
sine of edge-ray angle: 0.1250 (no unit)
contrast threshold in numerical search: 1e-04 (no unit)
f-number from numerical search: 3.992 (no unit)
turning frequency of pixel row: 454.5 cycles/mm
Airy radius to first zero: 2.683 um
Airy radius in pixels: 2.44 pixels
pixel-averaging contrast at Nyquist: 0.637 (no unit)
optical contrast at half Nyquist: 0.391 (no unit)
rough phone lens f-number: 1.8 (no unit)
phone lens cutoff: 1010 cycles/mm
phone lens optical contrast at Nyquist: 0.447 (no unit)
phone contrast with pixel: 0.285 (no unit)
matching f-number at 450 nm: 4.89 (no unit)
cutoff at f/4 and 450 nm: 555.6 cycles/mm
matching f-number at 650 nm: 3.38 (no unit)
cutoff at f/4 and 650 nm: 384.6 cycles/mm
green-site alias-free radius: 321.4 cycles/mm
green-site f-number, 550 nm: 5.66 (no unit)
red/blue-site alias-free radius: 227.3 cycles/mm
red-site f-number, 650 nm: 6.77 (no unit)
blue-site f-number, 450 nm: 9.78 (no unit)
chief-ray angle: 30 degrees
tangential cutoff / axial cutoff: 0.656 (no unit)
cosine cubed of that angle: 0.650 (no unit)
matching f-number at that angle: 2.65 (no unit)
close-focus focal length: 4.0 mm
close-focus object distance: 300 mm
close-focus magnification: 0.0135 (no unit)
working f-number of f/4 lens: 4.054 (no unit)
defocus: 10 um
edge path error: 0.143 wavelengths
gridded contrast at half Nyquist, sharp: 0.391 (no unit)
gridded contrast, defocused: 0.355 (no unit)
every check passed
```
